Avalanche Breakdown in a Uniform Field with Unequal Ionization Coefficients

Let a region of length L carry a uniform electric field in which an electron creates α electron–hole pairs per unit path and a hole creates kα, with k > 0. A steady current, finite and positive for every weak supply of seed carriers, exists if and only if αL is smaller than

(αL)_c = ln(1/k)/(1 − k),

with the limiting value 1 at k = 1. At this value the multiplication diverges, and beyond it the average current started by any seed eventually grows, though it may fall at first as carriers leave the region. This holds when ionization depends on the local field alone, recombination is negligible, and the carriers are too few to alter the field.

Take electrons to move towards +x and holes towards −x, between x = 0 and x = L. In atomic units the elementary charge is 1, so currents are particle fluxes. Let Jₙ be the electron flux along +x and Jₚ the hole flux along −x; both are positive. They add to the electric current, up to its overall sign, because opposite charges move in opposite directions. Let G ≥ 0 be the rate per unit length at which light or heat makes pairs.

In a slice dx, electrons make αJₙdx pairs per unit time and holes make kαJₚdx. In steady state the new electrons leave on the right, so Jₙ increases with x. The new holes leave on the left, so Jₚ is larger at x than at x + dx. Hence

Jₙ′ = αJₙ + kαJₚ + G,
Jₚ′ = −(αJₙ + kαJₚ + G).

The sum of the two equations is zero, so J = Jₙ + Jₚ is the same at every x. Substituting Jₚ = J − Jₙ in the first equation, and writing a = (1 − k)α, gives

Jₙ′ = aJₙ + kαJ + G.

For k ≠ 1, multiply by e^(−ax). The terms in Jₙ combine into a derivative:

(Jₙe^(−ax))′ = (kαJ + G)e^(−ax).

Integrating from 0 to x and multiplying by e^(ax) yields

Jₙ(x) = Jₙ(0)e^(ax) + (kαJ + G)(e^(ax) − 1)/a.

The given data are the fluxes that enter: electrons Jₙ(0) at the left and holes Jₚ(L) at the right. The constant J is still unknown. At x = L we have Jₙ(L) = J − Jₚ(L). With E = e^(aL) and kα/a = k/(1 − k), this becomes

J − Jₚ(L) = Jₙ(0)E + [k/(1 − k)](E − 1)J + G(E − 1)/a.

Collect J on the left. Its coefficient is

1 − k(E − 1)/(1 − k) = (1 − k − kE + k)/(1 − k) = (1 − kE)/(1 − k).

Multiplying through by 1 − k, and using (1 − k)/a = 1/α, we obtain

(1 − kE)J = (1 − k)[Jₚ(L) + Jₙ(0)E] + (G/α)(E − 1).

Suppose first that k < 1. Then E > 1, and the right side is positive for any nonzero seed. The factor 1 − kE starts at 1 − k > 0 for L = 0 and falls steadily to zero at kE = 1. If k > 1, then E < 1 and the right side is negative; the factor starts at 1 − k < 0 and rises to zero at the same condition. In both cases J is positive before the zero and negative after it. At the zero there is no solution, because zero times J would have to equal a nonzero number. The condition kE = 1 means (1 − k)αL = ln(1/k), which is the stated threshold.

The case k = 1 needs its own integration, since a = 0. There Jₙ′ = αJ + G, so J − Jₚ(L) = Jₙ(0) + (αJ + G)L, and

J = [Jₙ(0) + Jₚ(L) + GL]/(1 − αL).

The threshold is αL = 1. The general formula joins it smoothly: for small δ = 1 − k, ln(1/k) = −ln(1 − δ) = δ + δ²/2 + …, so (αL)_c = 1 + δ/2 + ….

For k = 0 the factor 1 − kE equals 1 at every length, and

J = Jₚ(L) + Jₙ(0)e^(αL) + G(e^(αL) − 1)/α.

The terms from electron injection and pair generation grow exponentially with L but never diverge, while injected holes cross without multiplying. Electrons alone sweep every new ionizing carrier downstream; it takes holes that ionize to restart the process upstream. For small k the threshold is close to ln(1/k), so it rises slowly as the holes become less effective: it is 2.56 at k = 0.1 and 4.65 at k = 0.01.

Exchanging the names of the two carriers must leave the length unchanged. The product kαL then takes the place of αL, and the ratio becomes 1/k. Indeed, multiplying the threshold by k gives

k ln(1/k)/(1 − k) = ln(k)/(1 − 1/k).

Setting G = 0 and admitting one kind of carrier at a time gives the multiplication factors for electron and hole injection:

Mₙ = (1 − k)E/(1 − kE),  Mₚ = (1 − k)/(1 − kE).

They differ by the factor E but share a denominator, so the place where the seed enters changes the current and not the threshold. Inverting the first gives 1/Mₙ = (1/E − k)/(1 − k), and therefore

1 − 1/Mₙ = (1 − e^(−aL))/(1 − k).

Breakdown occurs when the right side reaches 1. Close to it, let L_c be the critical length. Then kE = e^(−a(L_c − L)) ≈ 1 − a(L_c − L), so to leading order

Mₙ ≈ 1/[kα(L_c − L)],  Mₚ ≈ 1/[α(L_c − L)].

A negative steady flux shows that no physical steady state exists beyond L_c, but not what happens instead. For that, let the carriers have constant speeds vₙ and vₚ. Their densities are Jₙ/vₙ and Jₚ/vₚ, and without seeds

(1/vₙ)∂Jₙ/∂t + ∂Jₙ/∂x = αJₙ + kαJₚ,
(1/vₚ)∂Jₚ/∂t − ∂Jₚ/∂x = αJₙ + kαJₚ.

Look for modes Jₙ = e^(st)N(x), Jₚ = e^(st)P(x) with nothing entering, N(0) = P(L) = 0. With p = α − s/vₙ and q = kα − s/vₚ,

N′ = pN + kαP,  P′ = −αN − qP.

Write N = e^((p−q)x/2)u and P = e^((p−q)x/2)w to remove a common exponential. With m = (p + q)/2 this leaves

u′ = mu + kαw,  w′ = −αu − mw.

Differentiating the first and inserting both gives u″ = m(mu + kαw) + kα(−αu − mw) = (m² − kα²)u. Call the bracket r². Starting from u(0) = 0 and w(0) = 1,

u = kα sinh(rx)/r,  w = (u′ − mu)/(kα) = cosh(rx) − m sinh(rx)/r.

The condition w(L) = 0 becomes

r coth(rL) = m,  m = (1 + k)α/2 − s(1/vₙ + 1/vₚ)/2.

Let g = α√k, so that r² = m² − g². If gL < 1, set m = g cosh θ and r = g sinh θ with θ > 0. Then tanh(rL) = r/m = tanh θ, so rL = θ and

gL = θ/sinh θ.

If gL > 1, set m = g cos φ and r = ig sin φ with 0 < φ < π. The condition is met by gL sin φ = φ, that is,

gL = φ/sin φ.

At gL = 1, m = g. As L increases, θ falls from infinity to zero and φ then rises from zero towards π, so m decreases throughout. Since s = [(1 + k)α − 2m]/(1/vₙ + 1/vₚ), s increases with L and changes sign once.

The sign changes where m = (1 + k)α/2. There r² = (1 + k)²α²/4 − kα² = (1 − k)²α²/4. For k < 1, r = (1 − k)α/2 and e^θ = (m + r)/g = 1/√k, so θ = ½ln(1/k). Then rL = θ gives αL = ln(1/k)/(1 − k) again. For k > 1 the signs of 1 − k and ln(1/k) both reverse, and for k = 1 the condition is gL = αL = 1. The speeds set how fast the current changes, not where breakdown begins.

This mode is positive inside the region: u is proportional to sinh(θx/L) or sin(φx/L), and w to sinh(θ(1 − x/L)) or sin(φ(1 − x/L)), with linear functions at gL = 1. Positivity settles the fate of every other initial state. The equations only create carriers, so a nonnegative state with nonnegative inflow stays nonnegative. By linearity, if one state starts above another and its inflow is at least as large, it stays above.

For L < L_c, take the mode of a slightly longer region, still shorter than L_c, that extends past both ends. It is strictly positive on the actual region and decays. A large enough multiple of it lies above any bounded initial state, which must therefore decay too. For L > L_c, take the growing mode of a slightly shorter region, still longer than L_c, lying strictly inside. A seed of finite width spreads both ways through successive ionizations, and after a finite time both fluxes are positive everywhere on that inner region. They then exceed a small multiple of the growing mode, and must grow with it. These fluxes are averages over many trials. A single carrier may leave the region before it ionizes, so an individual avalanche can still die out beyond L_c.

Direct eigenvalues of the time-dependent equations were compared with this growth law for k = 0.1, 0.29, 1 and 2, at lengths from 0.7 to 1.8 L_c and two unequal pairs of speeds. The largest real part agreed within 10⁻⁵, with α and the larger speed set to 1.

For an example, consider the drift region at the drain of a silicon transistor, 300 K, in a field F = 0.4 MV/cm. Rough silicon-like coefficients are

α = (0.07 nm⁻¹)exp(−1.2/F),  kα = (0.07 nm⁻¹)exp(−1.7/F),

with F in MV/cm. The exponents are −3 and −4.25, so α = 0.003485 nm⁻¹, kα = 0.000998 nm⁻¹ and k = e^(−1.25) = 0.2865. The threshold is 1.25/0.7135 = 1.752, and

L_c = 1.752/(0.003485 nm⁻¹) ≈ 503 nm,

or about 9500 bohr. Since 0.4 MV/cm is 0.04 V/nm, the voltage across the region is 20.1 V.

At fixed field and L = 0.9L_c, aL = 0.9 × 1.25 = 1.125, so E = 3.08 and kE = 0.8825. This gives Mₙ = 0.7135 × 3.08/0.1175 ≈ 18.7 and Mₚ ≈ 6.1. At 0.99L_c they are 198 and 57; the leading-order formulas give 199 and 57. At 1.1L_c the formal values are −21 and −5.4. With rough speeds of 100 nm/ps for electrons and 70 nm/ps for holes, the mode decays at 0.057 ps⁻¹ at 0.9L_c and grows at 0.045 ps⁻¹ at 1.1L_c. The corresponding e-folding times, about 17 and 22 ps, are several times the electron transit time of about 5 ps.

A real transistor can depart strongly from these numbers through its source. Holes leaving the drift region can charge the body and make the source inject more electrons. Suppose a fraction γ of the total flux returns as electron injection, in addition to a seed S. Then J = Mₙ(γJ + S), and

J = MₙS/(1 − γMₙ).

The current now diverges at γMₙ = 1, before Mₙ itself does. The expression for 1 − 1/Mₙ turns this into (1 − e^(−aL))/(1 − k) = 1 − γ. Take γ = 0.9 to represent strong feedback from a floating body. Because γ is a fraction of the total flux, this means that at the threshold the source injects nine electrons for each hole that leaves. The right side is then 0.1, so αL need be only about 0.1. With the length held at 503 nm, the critical field drops to 0.206 MV/cm and the voltage to 10.4 V, about half the value without feedback. A well-connected body that keeps the source junction from turning on makes γ smaller and moves the result back towards 20 V. The model also leaves out field peaks at junction corners and gate edges, which require a calculation in more than one dimension.

Temperature acts the other way. In a rough model the mean free path varies as tanh(ε/2k_BT), with a phonon energy ε = 0.063 eV, and the constants 1.2 and 1.7 MV/cm vary inversely with it. Both coefficients then depend on F divided by the same temperature factor, so at fixed length the breakdown field scales with that factor. At 400 K it is 0.464 MV/cm, 16% above its 300 K value. This probably overstates the shift in real silicon: if the prefactor also varies inversely with the mean free path, the rise is 11%, and fits to measured coefficients can give only a few per cent.

Fixed charge tilts the field. Donors at 10¹⁶ cm⁻³, with relative permittivity 11.7, produce a drop of 0.078 MV/cm across the region, highest where electrons enter. At fixed length the mean breakdown field changes only from 0.400 to 0.397 MV/cm. Mobile electrons at 100 nm/ps match this donor density at 1.6 × 10⁴ A/cm². With little multiplication, their charge then nearly cancels that of the donors and levels the field. Near breakdown, however, holes carry most of the current where the electrons enter. Their positive charge adds to that of the donors and raises the field there further. In both cases the field depends on the current, which the model does not allow.

Band-to-band tunnelling adds to G, which does not enter the threshold. Its rate carries a factor e^(−B). For a carrier of mass m crossing a triangular barrier of height E_g in a field F, B is twice the integral of √(2m(E_g − Fx)) from x = 0 to E_g/F, in atomic units, which gives B = 4√(2m)E_g^(3/2)/(3F). For a gap of 1.12 eV and a tunnelling mass of 0.2 electron masses, this exponent is about 90 at 0.4 MV/cm. The triangular barrier takes account of only one band edge. A two-band description, in which the decay constant vanishes at both edges of the gap, replaces the factor 4/3 by π/4 and gives about 53 when 0.2 is the mass at both band edges; if 0.2 is instead the reduced mass of the pair, the exponent is about 75. Silicon's gap is indirect, so tunnelling needs a phonon and the mass is only an effective parameter. Either way, this supply of seeds is strongly suppressed.

The use of local coefficients is a further approximation. A carrier must first gain enough energy to ionize. With a rough threshold of 1.8 eV, it travels at least 1.8/0.04 = 45 nm before it can do so. This dead space can be included by following successive ionizations: an electron's event leaves two electrons and one hole, a hole's event two holes and one electron, and breakdown occurs when the mean population of events just sustains itself. Without dead space this count gives 502.7 nm, in agreement with the continuity equations. With dead space, and the mean distance to the next ionization held at 1/α for electrons and 1/(kα) for holes, the critical length at the same field becomes 592 nm, 18% longer. The size of this shift depends strongly on how the coefficients are matched. If the rate after the dead space is chosen so that an avalanche of electrons alone grows as e^(αx), and one of holes alone as e^(kαx) along its direction of travel, the length is about 540 nm, 8% longer. If α and kα are themselves taken as the rates after the dead space, it is about 650 nm, 29% longer.

Scaling makes this worse. For L = 50 nm, the local formula predicts breakdown at 1.15 MV/cm, or 5.75 V, with k = 0.65. This field lies well above the range in which the rough coefficients should be trusted. The dead space is now 15.6 nm, nearly a third of the region, and including it at the same field raises the critical length from 50 to 74 nm, or to 61 and 92 nm with the two other matchings. The tunnelling exponent, inversely proportional to field, falls to about 31, or 19 in the two-band description. The algebraic threshold remains correct for its equations, but in so short a channel the equations themselves are no longer a reliable description.

Computed values

```
Threshold alpha*L (dimensionless):
  k = 0.01: 4.6517
  k = 0.10: 2.5584
  k = 0.50: 1.3863
  k = 1.00: 1.0000
  k = 2.00: 0.6931
Rough silicon-like example, 300 K
prefactor = 0.070 1/nm
b electron, hole = 1.2, 1.7 MV/cm
field = 0.400 MV/cm
alpha = 0.003485 1/nm
k alpha = 0.000998 1/nm
k = 0.2865
threshold alpha*L = 1.7519
breakdown length = 502.7 nm
breakdown length = 9500 bohr
breakdown voltage = 20.11 V
branching-process length = 502.7 nm
L/Lcrit, Mn, Mp (dimensionless):
  0.50: 2.868, 1.535
  0.90: 18.704, 6.072
  0.99: 197.985, 57.437
  1.10: -21.194, -5.359
speeds electron, hole = 100, 70 nm/ps
growth rate at 0.9 Lcrit = -0.0572 1/ps
growth rate at 1.1 Lcrit = 0.0450 1/ps
Neglected effects
feedback fraction = 0.90
field with feedback, same L = 0.2063 MV/cm
voltage with feedback = 10.37 V
phonon energy = 0.063 eV
field at 400 K, same L = 0.4643 MV/cm
field change at 400 K = 16.1 %
donor density = 1.0e+16 cm^-3
field drop from donors = 0.0777 MV/cm
mean breakdown field with drop = 0.3968 MV/cm
ionization threshold = 1.8 eV
dead space = 45.0 nm
breakdown length with dead space = 592.3 nm
length change = 17.8 %
current matching donor charge = 1.60e+04 A/cm^2
tunnelling exponent = 90.5 (dimensionless)
Scaled region, L = 50 nm
local breakdown field = 1.1502 MV/cm
local breakdown voltage = 5.75 V
k in scaled region = 0.6475
dead space in scaled region = 15.6 nm
length with dead space, same field = 74.1 nm
```
